# Spin-summed overlap of positive-energy free Dirac spinors: a numerical check

```python
"""Spin-summed squared overlap of positive-energy free Dirac spinors.

Result under test, for spinors with u^dagger u = 1:
  S = sum_{s,s'} |u_s(k)^dagger u_s'(k')|^2 = 1 + C,
  C = (c^2 k.k' + m^2 c^4) / (E E'),  E = sqrt(c^2 k^2 + m^2 c^4),
and S = 2 - |k-k'|^2/(2 m^2 c^2) + O(c^-4) for large c.
Symbols: hc = hbar*c, rest = m c^2, k and kp = the two wave vectors.
In atomic units hc = c and rest = c^2; the example uses eV and angstrom.
The states come from numerical diagonalization of the 4x4 Hamiltonian.
"""
import numpy as np
from scipy import constants as const

PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
ALPHA = np.array([np.kron([[0, 1], [1, 0]], s) for s in PAULI])
BETA = np.diag([1.0, 1.0, -1.0, -1.0])


def hamiltonian(k, hc, rest):
    return hc * np.einsum("i,ijk->jk", k, ALPHA) + rest * BETA


def states(k, hc, rest):
    """Negative-energy pair and positive-energy pair, as columns."""
    vectors = np.linalg.eigh(hamiltonian(k, hc, rest))[1]
    return vectors[:, :2], vectors[:, 2:]


def summed_weights(k, kp, hc, rest):
    """Weight of positive states at k in positive / negative states at kp."""
    positive = states(k, hc, rest)[1]
    neg_p, pos_p = states(kp, hc, rest)
    return (np.sum(abs(positive.conj().T @ pos_p) ** 2),
            np.sum(abs(positive.conj().T @ neg_p) ** 2))


def energy(k, hc, rest):
    return np.sqrt(hc**2 * (k @ k) + rest**2)


def cosine(k, kp, hc, rest):
    return ((hc**2 * (k @ kp) + rest**2)
            / (energy(k, hc, rest) * energy(kp, hc, rest)))


def projected_spinors(k, hc, rest):
    """Project upper-component spin states on positive energy, normalize."""
    positive = states(k, hc, rest)[1]
    spinors = positive @ positive.conj().T @ np.eye(4)[:, :2]
    return spinors / np.linalg.norm(spinors, axis=0)


def overlap_parts(k, kp, hc, rest):
    """Overlap matrix M = t*1 + v.sigma from projected spinors."""
    matrix = (projected_spinors(k, hc, rest).conj().T
              @ projected_spinors(kp, hc, rest))
    t = np.trace(matrix) / 2
    v = np.array([np.trace(s @ matrix) / 2 for s in PAULI])
    return matrix, t, v


def spinor_ingredients(k, hc, rest):
    e = energy(k, hc, rest)
    return (e + rest) / (2 * e), hc * k / (e + rest)


# General momenta of order m c, in atomic units
c = 1 / const.fine_structure
rng = np.random.default_rng(1)
largest_error = 0.0
for _ in range(40):
    k, kp = rng.normal(size=(2, 3)) * c
    args = (k, kp, c, c**2)
    C = cosine(*args)
    S, missing = summed_weights(*args)
    largest_error = max(largest_error, abs(S - 1 - C))
    assert abs(S - (1 + C)) < 1e-12
    assert abs(missing - (1 - C)) < 1e-12
    assert 0 < S < 2
    # projector and trace identities
    H, Hp = hamiltonian(k, c, c**2), hamiltonian(kp, c, c**2)
    pos, pos_p = states(k, c, c**2)[1], states(kp, c, c**2)[1]
    projector = (np.eye(4) + H / energy(k, c, c**2)) / 2
    assert np.allclose(pos @ pos.conj().T, projector, atol=1e-12)
    trace = np.trace(H @ Hp).real / c**4
    assert abs(trace - 4 * (c**2 * (k @ kp) + c**4) / c**4) < 1e-11
    # one arbitrary initial spin state carries half of the sum
    mix = rng.normal(size=2) + 1j * rng.normal(size=2)
    single = pos @ (mix / np.linalg.norm(mix))
    assert abs(np.sum(abs(pos_p.conj().T @ single) ** 2) - S / 2) < 1e-12
    # explicit form of the overlap matrix
    M, t, v = overlap_parts(*args)
    n2, a = spinor_ingredients(k, c, c**2)
    n2p, ap = spinor_ingredients(kp, c, c**2)
    root = np.sqrt(n2 * n2p)
    assert abs(t - root * (1 + a @ ap)) < 1e-12
    assert np.allclose(v, 1j * root * np.cross(a, ap), atol=1e-12)
    assert np.allclose(M @ M.conj().T, np.eye(2) * S / 2, atol=1e-12)

# Nonrelativistic expansion: fixed momenta, growing speed of light
k, kp = np.array([6.0, 0.0, 8.0]), np.array([-5.0, 9.0, 4.0])
quartic_errors = []
for factor in (1, 2, 4):
    cc = factor * c
    p, pp = k / cc, kp / cc
    x, y, d = p @ p, pp @ pp, p @ pp
    quartic = 3 * (x**2 + y**2) / 8 + x * y / 4 - d * (x + y) / 2
    missing = summed_weights(k, kp, cc, cc**2)[1]
    leading = (p - pp) @ (p - pp) / 2
    quartic_errors.append((leading - missing) / quartic - 1)
assert abs(quartic_errors[-1]) < 2e-3
for coarse, fine in zip(quartic_errors, quartic_errors[1:]):
    assert 3.8 < coarse / fine < 4.2   # next term is smaller by 1/c^2
v = overlap_parts(k, kp, cc, cc**2)[2]
rotation = 2 * np.sum(abs(v) ** 2)
cross = np.cross(k, kp)
assert abs(rotation / ((cross @ cross) / (8 * cc**4)) - 1) < 2e-3

# Ultrarelativistic limit
k, kp = 1e4 * c * np.array([1.0, 0, 0]), 2e4 * c * np.array([0.6, 0.8, 0])
assert abs(summed_weights(k, kp, c, c**2)[0] - 1.6) < 1e-7

# Worked example in eV and angstrom
hc = const.hbar * const.c / const.e * 1e10
rest = const.m_e * const.c**2 / const.e
k_size, kp_size, angle = 100.0, 200.0, 60.0
theta = np.radians(angle)
k = k_size * np.array([1.0, 0.0, 0.0])
kp = kp_size * np.array([np.cos(theta), np.sin(theta), 0.0])
E, Ep = energy(k, hc, rest), energy(kp, hc, rest)
C = cosine(k, kp, hc, rest)
S, missing = summed_weights(k, kp, hc, rest)
assert abs(S - 1 - C) < 1e-12
n2, a = spinor_ingredients(k, hc, rest)
n2p, ap = spinor_ingredients(kp, hc, rest)
back = summed_weights(kp, -kp, hc, rest)[0]
assert abs(back - 2 * rest**2 / Ep**2) < 1e-12

print(f"largest |S - (1 + C)| in 40 random cases: {largest_error:.1e}")
print("relative error of quartic term, c times 1, 2, 4:",
      ", ".join(f"{err:.2e}" for err in quartic_errors))
print(f"hbar c = {hc:.4f} eV angstrom")
print(f"m c^2 = {rest:.1f} eV")
print(f"m c / hbar = {rest / hc:.3f} 1/angstrom")
print(f"|k| = {k_size:.0f} 1/angstrom, |k'| = {kp_size:.0f} 1/angstrom")
print(f"angle between k and k' = {angle:.0f} degrees")
print(f"hbar c |k| = {hc * k_size:.1f} eV")
print(f"hbar c |k'| = {hc * kp_size:.1f} eV")
print(f"E = {E:.1f} eV")
print(f"E' = {Ep:.1f} eV")
print(f"(hbar c)^2 k.k' = {hc**2 * (k @ kp):.5e} eV^2")
print(f"(m c^2)^2 = {rest**2:.5e} eV^2")
print(f"E E' = {E * Ep:.5e} eV^2")
print(f"C = {C:.6f} (dimensionless)")
print(f"S from formula = {1 + C:.6f} (dimensionless)")
print(f"S from diagonalization = {S:.6f} (dimensionless)")
print(f"weight per initial spin, S/2 = {S / 2:.6f} (dimensionless)")
print(f"negative-energy weight, 2 - S = {missing:.6f} (dimensionless)")
print(f"N^2 = {n2:.6f}, N'^2 = {n2p:.6f} (dimensionless)")
print(f"a.a' = {a @ ap:.6f} (dimensionless)")
print(f"|a x a'| = {np.linalg.norm(np.cross(a, ap)):.6f} (dimensionless)")
print(f"S for k' -> -k' at {kp_size:.0f} 1/angstrom = {back:.6f}")
print("Approach to the nonrelativistic limit (weights dimensionless):")
for scale in (1.0, 0.1, 0.01):
    ks, kps = scale * k, scale * kp
    S, missing = summed_weights(ks, kps, hc, rest)
    q = ks - kps
    leading = hc**2 * (q @ q) / (2 * rest**2)
    v = overlap_parts(ks, kps, hc, rest)[2]
    rotation = 2 * np.sum(abs(v) ** 2)
    print(f"|k| = {scale * k_size:g}, |k'| = {scale * kp_size:g} 1/angstrom:")
    print(f"  S = {S:.8f}, 2 - S = {missing:.5e}")
    print(f"  leading estimate of 2 - S = {leading:.5e}, "
          f"estimate/actual = {leading / missing:.6f}")
    print(f"  spin-rotation part of S = {rotation:.4e}")
print("every check passed")
```

It prints:

```
largest |S - (1 + C)| in 40 random cases: 1.7e-15
relative error of quartic term, c times 1, 2, 4: -5.93e-03, -1.49e-03, -3.73e-04
hbar c = 1973.2698 eV angstrom
m c^2 = 510999.0 eV
m c / hbar = 258.961 1/angstrom
|k| = 100 1/angstrom, |k'| = 200 1/angstrom
angle between k and k' = 60 degrees
hbar c |k| = 197327.0 eV
hbar c |k'| = 394654.0 eV
E = 547775.4 eV
E' = 645656.0 eV
(hbar c)^2 k.k' = 3.89379e+10 eV^2
(m c^2)^2 = 2.61120e+11 eV^2
E E' = 3.53674e+11 eV^2
C = 0.848401 (dimensionless)
S from formula = 1.848401 (dimensionless)
S from diagonalization = 1.848401 (dimensionless)
weight per initial spin, S/2 = 0.924201 (dimensionless)
negative-energy weight, 2 - S = 0.151599 (dimensionless)
N^2 = 0.966431, N'^2 = 0.895721 (dimensionless)
a.a' = 0.031796 (dimensionless)
|a x a'| = 0.055071 (dimensionless)
S for k' -> -k' at 200 1/angstrom = 1.252759
Approach to the nonrelativistic limit (weights dimensionless):
|k| = 100, |k'| = 200 1/angstrom:
  S = 1.84840128, 2 - S = 1.51599e-01
  leading estimate of 2 - S = 2.23678e-01, estimate/actual = 1.475464
  spin-rotation part of S = 5.2508e-03
|k| = 10, |k'| = 20 1/angstrom:
  S = 1.99777400, 2 - S = 2.22600e-03
  leading estimate of 2 - S = 2.23678e-03, estimate/actual = 1.004845
  spin-rotation part of S = 8.2923e-07
|k| = 1, |k'| = 2 1/angstrom:
  S = 1.99997763, 2 - S = 2.23668e-05
  leading estimate of 2 - S = 2.23678e-05, estimate/actual = 1.000048
  spin-rotation part of S = 8.3382e-11
every check passed
```
